# Cube-root growth of a cavity etched through a small mask opening

An etch depth measured after one hour is easily multiplied by eight to plan an eight-hour etch. For a cavity fed by diffusion through a small hole this is badly wrong. In the example below the first hour gives a radius of 35 µm; linear extrapolation predicts 280 µm after eight hours, while the diffusion model gives 70 µm. The hole admits etchant at a fixed rate, and that supply is spread over an ever larger wall.

## Model and result

A thin, inert, impermeable mask covers an isotropic solid and has one circular opening of fixed radius \(a\). The bath above has etchant concentration \(c_0\) far away. Etchant diffuses with diffusivity \(D\), and \(\nu\) moles of it dissolve one mole of solid, of molar volume \(V_m\). Define

\[
\beta=\frac{c_0V_m}{\nu},
\]

the volume of solid that one unit volume of bath can dissolve. Assume that

- the wall consumes etchant as fast as it arrives, so \(c=0\) there;
- transport is by diffusion alone;
- \(\beta\ll1\), so that the wall moves slowly compared with diffusion;
- the cavity radius satisfies \(R\gg a\).

Then, at leading order,

\[
\boxed{R^3\simeq\frac{3}{\pi}\,\beta Da\,t},\qquad R\propto t^{1/3}. \tag{1}
\]

This is a late-time law. It does not describe the stage in which \(R\) is comparable with \(a\), or in which the surface reaction sets the pace.

## Supply through the opening

Let \(Q\) be the molar rate of etchant entering the cavity. In the quasi-steady approximation, justified below, \(\nabla^2c=0\). First take the cavity to be so large that both sides of the mask are half-spaces.

Reflection in the mask plane exchanges the two half-spaces. The field \(c-c_0/2\) tends to \(+c_0/2\) far above and \(-c_0/2\) far below, so it is odd under this reflection. It is continuous in the opening and therefore vanishes there: \(c=c_0/2\) over the whole opening.

We now need the rate at which a disc of uniform concentration feeds a half-space. A point source of rate \(Q\) on a reflecting plane gives \(c=Q/(2\pi Ds)\) at distance \(s\), because its flux crosses a hemisphere of area \(2\pi s^2\). Try the flux density

\[
q(\rho)=\frac{Q}{2\pi a\sqrt{a^2-\rho^2}} ,\qquad
\int_0^a q\,2\pi\rho\,d\rho=Q. \tag{2}
\]

At a point of the disc, use polar coordinates \((s,\varphi)\) centred on that point. The area element \(s\,ds\,d\varphi\) cancels the \(1/s\) of the point source. Along a chord through the point, with ends at \(s_-<0<s_+\), one has \(a^2-\rho'^2=(s_+-s)(s-s_-)\). Joining the directions \(\varphi\) and \(\varphi+\pi\) into one chord gives

\[
c=\frac{1}{2\pi D}\frac{Q}{2\pi a}\int_0^\pi d\varphi
\int_{s_-}^{s_+}\frac{ds}{\sqrt{(s_+-s)(s-s_-)}}
=\frac{Q}{4\pi^2Da}\,\pi\cdot\pi=\frac{Q}{4Da}. \tag{3}
\]

The inner integral is \(\pi\) for every chord, so \(c\) is uniform over the disc, as required. Define resistance \(S\) as concentration difference divided by molar rate. Each side has resistance \(1/(4Da)\), and the two are in series:

\[
S=\frac{1}{2Da},\qquad Q=2Dac_0. \tag{4}
\]

The supply is proportional to the radius of the opening, not to its area: the difficulty lies in converging on the hole, over a distance of order \(a\). A mode expansion of the opening flux gives \(SDa=0.5003\), against \(1/2\) here.

## Growth of the hemisphere

Measure \(r\) from the centre of the opening and \(\theta\) from the downward axis. For \(r\gg a\) the opening acts as a point source, and the solution that vanishes at \(r=R\) is

\[
c=\frac{Q}{2\pi D}\left(\frac1r-\frac1R\right)
=\frac{ac_0}{\pi}\left(\frac1r-\frac1R\right). \tag{5}
\]

It has no flux through the mask, and its flux is the same at every point of the hemispherical wall. A hemisphere therefore remains a hemisphere at this order.

The cavity volume is \(2\pi R^3/3\), and \(V_m/\nu\) is the volume removed per mole of etchant. Hence

\[
2\pi R^2\frac{dR}{dt}=\frac{V_m}{\nu}\,2Dac_0=2\beta Da
\quad\Longrightarrow\quad
R^2\frac{dR}{dt}=\frac{\beta Da}{\pi}. \tag{6}
\]

Integrating from radius \(R_s\) at \(t=0\) gives \(R^3-R_s^3=3\beta Dat/\pi\). Once \(R^3\gg R_s^3\) this is equation (1). Differentiating \(R\propto t^{1/3}\) gives \(dR/dt=R/(3t)\), and doubling the radius takes eight times the time.

The exponent requires a fixed opening. If the mask erodes slowly and the opening remains small, (6) gives

\[
R^3\simeq\frac{3\beta D}{\pi}\int_0^t a(t')\,dt'.
\]

An opening that widens as \(t^p\), with \(0<p<\tfrac12\) so that \(a/R\) still falls with time, then produces \(R\propto t^{(1+p)/3}\).

## Why the steady field may be used

The etchant stored in the cavity, from (5), is

\[
\int_0^R c\,2\pi r^2dr
=2ac_0\left(\frac{R^2}{2}-\frac{R^2}{3}\right)=\frac{ac_0R^2}{3}. \tag{7}
\]

The region \(r\lesssim a\), where (5) is inaccurate, contributes little when \(R\gg a\). The amount consumed is \((\nu/V_m)(2\pi R^3/3)=2\pi R^3c_0/(3\beta)\). The ratio of stored to consumed etchant is therefore \(\beta a/(2\pi R)\), small for two separate reasons.

This was tested by solving the time-dependent diffusion equation with a moving wall, at the exaggerated value \(\beta=0.2\). The supply was fixed at the inner hemisphere \(r=a\), and the cavity started at \(R=2a\). When the quasi-steady law gives \(R=6a\), the full solution gives \(5.991a\). The small lag has the expected sign, since stored etchant has not yet etched anything. This test covers the cavity, not the bath.

In the bath, the steady profile has spread to a distance of order \(L=\sqrt{Dt}\) after time \(t\). The resistance beyond \(L\) is \(1/(2\pi DL)\), a fraction \(a/(\pi L)\) of \(S\), so the bath transient is negligible once \(L\gg a\).

## Finite cavity and finite reaction rate

For a finite cavity, keep the flux density (2) and add to the half-space field the constant \(-Q/(2\pi DR)\), which makes the leading field vanish on the wall. Let the wall now consume etchant at the rate \(kc_w\) per unit area, where \(c_w\) is the concentration at the wall. Then \(Q=2\pi R^2kc_w\), which raises the cavity field by \(c_w=Q/(2\pi R^2k)\). Matching the concentration in the opening from above and below gives

\[
c_0-\frac{Q}{4Da}=\frac{Q}{4Da}-\frac{Q}{2\pi DR}+\frac{Q}{2\pi R^2k},
\]

\[
S(R)=\frac{1}{2Da}-\frac{1}{2\pi DR}+\frac{1}{2\pi R^2k}. \tag{8}
\]

The next wall correction varies as \(r^2a^2/R^5\) inside the cavity; at the opening it is smaller than the leading term by a factor of order \((a/R)^5\).

A finite-volume solution of bath, opening and cavity together, with an absorbing wall at \(R/a=7.389\), gives \(SDa=0.4784\); equation (8) gives 0.4785. Between \(R/a=2.718\) and 7.389 the solved resistance changes by 0.0371, against 0.0370 from the formula. This second comparison tests the \(1/R\) term by itself.

With \(2\pi R^2\,dR/dt=(V_m/\nu)(c_0/S)=\beta/S\), integration of \(2\pi R^2S\,dR=\beta\,dt\) term by term yields

\[
\beta t=\frac{\pi R^3}{3Da}-\frac{R^2}{2D}+\frac Rk+\text{constant}. \tag{9}
\]

The constant is fixed by the starting radius. Relative to the cubic term, the other two have magnitudes

\[
b=\frac{3a}{2\pi R},\qquad \gamma=\frac{3Da}{\pi kR^2}. \tag{10}
\]

Both vanish as \(R\) grows, which is why the cube-root law wins. At fixed \(t\), since \(R\) varies as the cube root of the cubic term, they change \(R\) by about \(+b/3\) and \(-\gamma/3\). The finite cavity speeds growth because the wall is nearer than infinity; the reaction slows it.

They also shift the local exponent \(n=d\ln R/d\ln t\). Ignoring the constant in (9), and expanding to first order,

\[
n=\frac{t}{R\,dt/dR}=\frac{1-b+\gamma}{3-2b+\gamma}
\simeq\frac13\left(1-\frac b3+\frac{2\gamma}{3}\right). \tag{11}
\]

In the opposite limit the reaction term in (8) dominates. Then \(c_w\simeq c_0\) and \(dR/dt=\beta k\), the etch rate of an open surface to which etchant is supplied without limit: growth is linear in time. The wall and opening resistances are equal at

\[
R_\times=\sqrt{\frac{Da}{\pi k}}. \tag{12}
\]

If \(R_\times\) is not much larger than \(a\), the cavity is not yet a large hemisphere at the crossover, and (12) is only an estimate.

## Does the cavity keep its shape?

This section takes \(c=0\) on the wall. The wall concentration \(Q/(2\pi R^2k)\) is \(D/(kR)\) times the term \(Q/(2\pi DR)\) that sets concentration differences inside the cavity. The shape results therefore need \(kR/D\) large, which can be stricter than the condition \(R\gg R_\times\) for the growth law. For a bump of degree \(l\), treated below, a finite \(k\) divides the decay power \(l+2\) in (13) by \(1+lD/(kR)\), so the requirement is \(kR/D\gg l\): at \(kR/D=10\) the local power for \(l=2\) is 3.3 rather than 4.

Consider an absorbing wall at \(r=R+\varepsilon P_l(\cos\theta)\), with \(l\) even and positive so that no flux crosses the mask. Write \(A=Q/(2\pi D)\). The perturbed field is

\[
c=A\left(\frac1r-\frac1R\right)+Br^lP_l .
\]

To first order in \(\varepsilon\), the condition \(c=0\) at the wall is \(-A\varepsilon/R^2+BR^l=0\), so \(B=A\varepsilon/R^{l+2}\). The gradient that drives the wall is then

\[
-\frac{\partial c}{\partial r}\bigg|_{\text{wall}}
=\frac{A}{R^2}-\frac{2A\varepsilon}{R^3}P_l-\frac{lA\varepsilon}{R^3}P_l .
\]

The tilt of the wall enters only at second order. The wall velocity is \(DV_m/\nu\) times this gradient; dividing the perturbed part by the mean part gives

\[
\frac{d\varepsilon}{dR}=-(l+2)\frac{\varepsilon}{R}
\quad\Longrightarrow\quad \varepsilon\propto R^{-(l+2)}. \tag{13}
\]

Parts of the wall that lie too far out receive less etchant and fall back. A nonlinear moving-wall calculation, started with small bumps, leaves fractions 0.0625 for \(l=2\) and 0.0156 for \(l=4\) when \(R\) doubles, in agreement with \(2^{-4}\) and \(2^{-6}\).

The finite opening leaves a small permanent distortion. On the axis of the disc, (2) gives, with \(w=\sqrt{a^2-\rho^2}\),

\[
c=\frac{A}{a}\int_0^a\frac{dw}{\sqrt{a^2+z^2-w^2}}
=\frac Aa\arctan\frac az=A\left(\frac1z-\frac{a^2}{3z^3}+\cdots\right).
\]

Away from the axis the second term becomes \(-Aa^2P_2/(3r^3)\). Making it vanish on the wall adds a regular term:

\[
c_2=-\frac{Aa^2}{3}\left(\frac1{r^3}-\frac{r^2}{R^5}\right)P_2,
\qquad
-\frac{\partial c_2}{\partial r}\bigg|_R=-\frac{5Aa^2}{3R^4}P_2 .
\]

Relative to the mean, the wall flux is \(1-\tfrac53(a/R)^2P_2\). The finite-volume solution at \(R/a=7.389\) gives a coefficient of \(-0.0309\), against \(-0.0305\). Adding this forcing to (13) with \(l=2\) and multiplying by \(R^4\),

\[
\frac{d(R^4\varepsilon)}{dR}=-\frac53a^2R^2
\quad\Longrightarrow\quad
\varepsilon=-\frac{5a^2}{9R}+\frac{C}{R^4}. \tag{14}
\]

The constant \(C\) carries the memory of an axisymmetric initial shape; relative to the first term, its contribution falls as \(R^{-3}\), that is, as \(1/t\). A sideways offset of the cavity from the opening (\(l=1\), \(m=1\)) is also compatible with the mask and decays more slowly, as \(R^{-3}\) in absolute terms. Since \(P_2=-\tfrac12\) at the mask and 1 at the bottom, the lateral radius exceeds the depth by \(\tfrac32\cdot5a^2/(9R)=5a^2/(6R)\). Once the memory term has decayed, the distortion shrinks even in absolute terms.

## Masks of finite thickness

Any fixed opening whose resistance \(S_0\) is independent of \(R\) at late times gives \(2\pi R^3/3\simeq\beta t/S_0\). Shape and thickness change the prefactor, not the exponent.

For a circular hole of thickness \(h\), bounds follow from a minimum principle. Among all divergence-free fluxes \(\mathbf J\) carrying a given \(Q\), the true one minimizes \(\int|\mathbf J|^2dV/D\), whose minimum is \(SQ^2\). To see this, add to \(\mathbf J_0=-D\nabla c\) a divergence-free change \(\mathbf j\) with no net rate. The cross term \(-2\int\nabla c\cdot\mathbf j\,dV\) becomes a surface integral of \(c\,\mathbf j\); it vanishes because \(c\) is constant on each end surface and \(\mathbf j\) does not cross the mask.

Apply this to the bath, hole and cavity separately. Each contributes at least its own minimum, attained with uniform concentration on its faces. This gives the lower bound below. For the upper bound, take a uniform flux through the hole. The mean concentration over a uniformly emitting disc requires the double integral of \(1/s\) over the disc. At the rim of a disc of radius \(b\), \(\int dA'/s=\int_{-\pi/2}^{\pi/2}2b\cos\varphi\,d\varphi=4b\). Building the disc ring by ring and counting each pair twice gives \(2\int_0^a4b\,2\pi b\,db=16\pi a^3/3\). Each side then has resistance

\[
\frac{1}{2\pi D(\pi a^2)^2}\,\frac{16\pi a^3}{3}=\frac{8}{3\pi^2Da}.
\]

Thus, for a large cavity,

\[
\frac{1}{2Da}+\frac{h}{\pi Da^2}\le S_0\le
\frac{16}{3\pi^2Da}+\frac{h}{\pi Da^2}. \tag{15}
\]

## Example: copper in cupric chloride

Copper dissolves in dilute cupric chloride with strong hydrochloric acid by \(\mathrm{Cu+Cu(II)\to2\,Cu(I)}\), so \(\nu=1\) and no gas forms. Take \(a=5\) µm, \(c_0=0.50\) mol/L and a rough \(D=7\times10^{-6}\) cm²/s, or 700 µm²/s. With \(V_m=7.092\) cm³/mol,

\[
\beta=(0.50\times10^{-3})(7.092)=0.003546,\qquad
\frac{R^3}{t}=\frac{3(0.003546)(700)(5)}{\pi}\simeq11.85\ \text{µm}^3/\text{s}.
\]

After 8 h, or 28 800 s, \(R=(11.85\times28\,800)^{1/3}\simeq69.9\) µm (0.0699 mm). The same law gives 34.9 µm at 1 h (about 34 µm once the corrections below are included) and 139.8 µm at 64 h. At 8 h the wall advances at \(69.9/24\simeq2.9\) µm/h, although a rough free etch rate is 5 µm/min. Here \(R/a=14\).

If the surface reaction alone sets that free rate, then \(k=2.35\times10^{-3}\) cm/s and \(R_\times\simeq6.9\) µm, close to \(a\). Transport in the bath can also limit an open surface, so this \(k\) is a lower estimate, and the reaction correction below is an upper one. In either case the early stage, with \(R\) comparable to \(a\), is not described by (1). With this \(k\), \(kR/D\simeq2.3\) at 8 h, which is not large, so the shape formulas (13) and (14) cannot yet be relied on. The 0.3 µm printed below as "width minus depth" is the absorbing-wall value \(5a^2/(6R)\) for lateral radius minus depth, not a prediction for this cavity. At 8 h, the finite cavity alone changes \(R\) by \(+1.2\,\%\) and the reaction alone by \(-0.9\,\%\). A mask 0.3 µm thick has \(S_0Da=0.528\) from the mode expansion, between the bounds 0.519 and 0.559, and alone lowers \(R\) by 1.8 %. All three together give 68.8 µm. These figures start the growth from \(R=a\) at \(t=0\); dropping the constant in (9) instead gives \(-1.0\,\%\) for the reaction alone and 68.7 µm in all. The local exponent is 0.335 with this start and 0.336 from (11), which ignores the constant. It is slightly above \(1/3\) because in (11) the reaction term outweighs the finite-cavity term.

The example is deliberately dilute, which helps to keep the product dissolved. Two Cu(I) leave for each Cu(II) that enters; with equal diffusivities, Cu(I) builds up to about \(2c_0=1\) mol/L in the cavity. The model assumes that the acid holds this in solution. A solid chloride film would add wall resistance, and in gas-forming etches bubbles could block or stir the opening; neither case is covered. The model also assumes that the undercut mask, here 0.3 µm thick over a cavity about 140 µm wide, stays flat, attached and unbroken.

Uncertainty in \(D\) matters more than the corrections above: a value 25 % higher, as from a warmer bath, raises \(R\) by 7.7 % at fixed time. Stirring that holds \(c=c_0\) on a hemisphere of radius 50 µm around the hole raises it by 1.1 %. Liquid drawn in to replace the dissolved solid enters at a volume rate \(\dot V=2\beta Da\) if the volume added by the product is ignored, so its Péclet number \(\dot VS\) equals \(\beta\). To first order this raises the supply by \(\beta/2\), about 0.2 %, and \(R\) by 0.06 %. Dissolved oxygen, at a rough 0.2 mmol/L and with three times the diffusivity of the etchant, adds about 0.5 % to the etching rate if every molecule that arrives turns four Cu(I) back into Cu(II).

For a rough density step of 30 kg/m³, the buoyancy (Rayleigh) number is 0.04 at the opening but 2.7 in the cavity. Buoyancy can therefore drive some circulation inside; its speed and its effect on the shape are not calculated here. In the bath, concentration differences at distance \(L\) from the hole fall as \(1/L\) while the buoyancy number contains \(L^3\), so the number grows as \(L^2\) and convection can set in far from the hole. The resistance beyond \(L\) is only a fraction \(a/(\pi L)\) of \(S\): the number reaches 1 at \(L\approx42\) µm, and complete mixing beyond that distance would raise \(R\) by 1.3 %. The numerical output below lists the remaining inputs and estimates.

## Computed values

```
TESTS (units a = D = c0 = 1)
resistance, R/a=7.389: solved 0.4784, formula 0.4785
change from R/a=2.718: solved 0.0371, formula 0.0370
wall-flux P2 part: solved -0.0309, formula -0.0305
thin opening resistance from modes: 0.5003
P2 bump left when R doubles: 0.0625
P4 bump left when R doubles: 0.0156
forced P2 shape: solved -0.002432, formula -0.002431
unsteady test, beta=0.2: R = 5.9908, quasi-steady 6
stored etchant: unsteady 11.058, steady 11.074
EXAMPLE INPUTS
opening radius a = 5.0 um, mask thickness = 0.3 um
D = 7.0e-06 cm2/s, c0 = 0.50 mol/L, nu = 1
molar volume of Cu = 7.092 cm3/mol
free etch rate = 5.0 um/min, k = 2.35e-03 cm/s
EXAMPLE RESULTS
beta = 0.00355
etchant supply 2*D*a*c0 = 3.500e-12 mol/s
R^3/t = 11.852 um3/s
simple law, 1 h: R = 34.94 um
simple law, 8 h: R = 69.89 um
simple law, 64 h: R = 139.77 um
R/a at 8 h = 13.98
wall speed at 8 h = 2.912 um/h
etched volume at 8 h = 7.149e+05 um3
combined estimate at 8 h: R = 68.77 um
local exponent at 8 h = 0.3353
local exponent at 80000 h (formal) = 0.3332
NEGLECTED EFFECTS AT 8 h
finite cavity alone: R changes by +1.16 %
surface reaction alone: R changes by -0.89 %
wall/opening resistance ratio = 0.0097
radius where that ratio is 1 = 6.89 um
mask: resistance*D*a = 0.5283, bounds 0.5191 to 0.5595
mask alone: R changes by -1.82 %
stirring, 50 um layer: R changes by +1.08 %
width minus depth = 0.298 um
inflow Peclet number = 0.00355
stored/consumed etchant = 4.04e-05
diffusion time R^2/D = 6.98 s
density step = 30 kg/m3, viscosity = 1.2 mPa s
Rayleigh number: opening 0.044, cavity 2.72
dissolved O2 = 0.2 mmol/L, D ratio = 3
extra etching by O2 = 0.48 %
Cu(I) in cavity, equal D = 1.00 mol/L
D higher by 25 %: R changes by +7.72 %
```
